\section*{Integrating Current Through Narrow Trap Resonances by Pole Subtraction}

\section{The form of the answer}

The elastic current through one spin-degenerate channel is
\begin{equation}
I=\frac{2e}{h}\int_0^\infty T(E)W(E)\,dE,\qquad W=f_L-f_R .
\label{I}
\end{equation}
Here $f_j(E)=[e^{(E-\mu_j)/kT}+1]^{-1}$, $\mu_L=\mu$ and $\mu_R=\mu-eV$. Energies are measured from the left band edge, and the right edge lies at $-eV$ with $V>0$. Below $E=0$ the left contact has no propagating state, which sets the lower limit. Since $2e/h$ is a current per unit energy and $T$, $W$ are pure numbers, the integral is an energy.

A symmetry fixes how a trap level can enter it. $T$ and $W$ are real for real $E$, so their continuations obey $T(E^*)=T(E)^*$ and $W(E^*)=W(E)^*$. A pole of $T$ at $E_p=E_r-i\Gamma/2$ with residue $R$ is therefore accompanied by one at $E_p^*$ with residue $R^*$. If $\rho=RW(E_p)$, then near the pair
\begin{equation}
TW=2\,\mathrm{Re}\frac{\rho}{E-E_p}+\text{regular}
=\frac{\rho''\Gamma+2\rho'\delta}{\delta^2+\Gamma^2/4}+\text{regular},
\label{pair}
\end{equation}
where $\delta=E-E_r$ and $\rho=\rho'+i\rho''$. The second form follows on multiplying numerator and denominator by $\delta-i\Gamma/2$. The residue is an energy, so the integrated pair must be a residue times a dimensionless function of $E_p$ and the limits. The $\rho''$ term is a Lorentzian; the $\rho'$ term is dispersive and changes sign at the level.

Subtracting the pairs and cutting the integral at $E_m$ gives
\begin{align}
\int_0^{E_m}\!TW\,dE&=\sum_pA_p+\int_0^{E_m}\!S\,dE,\qquad
S=TW-\sum_p2\,\mathrm{Re}\frac{\rho_p}{E-E_p},\label{id}\\
A_p&=2\,\mathrm{Re}\{\rho_p[\mathrm{Log}(E_m-E_p)-\mathrm{Log}(-E_p)]\}.\label{A}
\end{align}
For real $E$, $E-E_p$ has imaginary part $\Gamma/2>0$, so the principal logarithm never meets its cut. The two arguments are $\alpha_m=\arctan[\Gamma/2(E_m-E_r)]$ and $\pi-\alpha_0$, with $\alpha_0=\arctan(\Gamma/2E_r)$. Hence
\begin{equation}
A_p=2\rho'\ln\left|\frac{E_m-E_p}{E_p}\right|+2\rho''(\pi-\alpha_m-\alpha_0)
\;\longrightarrow\;2\pi\rho''
\label{narrow}
\end{equation}
when $\Gamma$ is small compared with $E_r$ and $E_m-E_r$, and $|\rho'|\ll\rho''$. Equation (\ref{id}) is an identity for any width; what must be analysed is the cost of its last integral.

\section{Transmission as a meromorphic function}

The potential is constant in each layer, and $\psi$ and $u=\psi'/m$ are continuous, with $m$ in units of the free mass $m_0$. Put $C=2m_0/\hbar^2$ and $q^2=Cm(E-U)$. The wave equation is $\psi'=mu$, $u'=-(q^2/m)\psi$. Going back through a layer of width $d$,
\begin{equation}
\begin{pmatrix}\psi\\u\end{pmatrix}_{x-d}=
\begin{pmatrix}\cos qd&-(m/q)\sin qd\\(q/m)\sin qd&\cos qd\end{pmatrix}
\begin{pmatrix}\psi\\u\end{pmatrix}_{x}.
\end{equation}
The determinant is $\cos^2qd+\sin^2qd=1$. Each entry is even in $q$, hence a power series in $q^2$, and so entire in $E$. The product over all layers, from left to right, is $M=\begin{pmatrix}a&b\\c&d\end{pmatrix}$ with $ad-bc=1$.

Let $v=k/m$ in each contact, a velocity apart from a constant. An outgoing wave of unit amplitude on the right has $\psi=1$, $u=iv_R$, so on the left $\psi_0=a+iv_Rb$ and $u_0=c+iv_Rd$. Incident and reflected amplitudes $F$ and $B$ satisfy $\psi_0=F+B$ and $u_0=iv_L(F-B)$. Eliminating $B$,
\begin{equation}
2v_LF=v_L\psi_0-iu_0=X+iY\equiv J,\quad
X=v_La+v_Rd,\quad Y=v_Lv_Rb-c .
\label{J}
\end{equation}
The flux ratio is $T=v_R/(v_L|F|^2)$, or
\begin{equation}
T=\frac{4v_Lv_R}{X^2+Y^2}=\frac{4v_Lv_R}{J\bar J},\qquad \bar J=X-iY .
\end{equation}
The last form continues $T$ to complex $E$. On the real axis, $ad-bc=1$ gives
\begin{equation}
X^2+Y^2=(v_La-v_Rd)^2+(v_Lv_Rb+c)^2+4v_Lv_R,
\end{equation}
because the cross terms on the two sides differ by $4v_Lv_R(ad-bc)$. Thus $T\le1$, which is used below to bound the cut-off error.

A zero of $J$ has no incident wave. Probability leaves on both sides, so the norm in the structure decays; with time factor $e^{-iEt/\hbar}$ this requires $\mathrm{Im}\,E_p<0$. For a simple zero, $J\simeq J'(E_p)(E-E_p)$ and
\begin{equation}
R=\left.\frac{4v_Lv_R}{J'\bar J}\right|_{E_p}.
\label{R}
\end{equation}

\subsection{The residue in terms of escape rates}

Differentiate the wave equation with respect to $E$, writing $\dot\psi=\partial_E\psi$. Since $\dot u'=-C\psi-C(E-U)\dot\psi$, one finds $(u\dot\psi-\psi\dot u)'=C\psi^2$. Integrate this across the structure at $E_p$. On the right $\dot\psi=0$ and $\dot u=i\dot v_R$. On the left $J=0$ means $u_0=-iv_L\psi_0$, so
\begin{equation}
u_0\dot\psi_0-\psi_0\dot u_0=-i\psi_0(v_L\dot\psi_0-i\dot u_0)
=-i\psi_0(J'-\dot v_L\psi_0).
\end{equation}
For a narrow level the $\dot v$ terms are small beside the norm integral, and $\psi$ is nearly real in the well apart from a constant phase. Then $|\psi_0J'|\simeq CN$, with $N=\int|\psi|^2dx$. The escape rates are flux over norm, so the partial widths are
\begin{equation}
\Gamma_R=\frac{\hbar^2v_R}{m_0N}=\frac{2v_R}{CN},\qquad
\Gamma_L=\frac{2v_L|\psi_0|^2}{CN}.
\end{equation}
Therefore $4v_Lv_R/|J'|^2=\Gamma_L\Gamma_R$, and near an isolated level
\begin{equation}
T\simeq\frac{\Gamma_L\Gamma_R}{\delta^2+\Gamma^2/4},\qquad
R\simeq\frac{\Gamma_L\Gamma_R}{E_p-E_p^*}=\frac{i\Gamma_L\Gamma_R}{\Gamma},
\label{BW}
\end{equation}
with $\Gamma=\Gamma_L+\Gamma_R$. The peak is $4\Gamma_L\Gamma_R/\Gamma^2$ and the area $2\pi\Gamma_L\Gamma_R/\Gamma$. If $\Gamma_R\ll\Gamma_L$ the area is $2\pi\Gamma_R$: the slower exit limits the current. The algorithm uses (\ref{R}), not this approximation.

\section{Algorithm}

\begin{enumerate}
\item Scan $X$ on a coarse real grid and refine each sign change. Near a level $X\simeq\delta\,\mathrm{Re}J'-(\Gamma/2)\mathrm{Im}J'$, which vanishes within order $\Gamma$ of $E_r$ unless $\mathrm{Re}J'$ is unusually small.
\item From each seed iterate $E\leftarrow E-J/J'$ in extended precision. The digits carried must exceed $\log_{10}(E_r/\Gamma)$ by the number wanted in $\Gamma$. Forty are used here.
\item Count the zeros of $J$ in a rectangle from the change of $\arg J$ round its boundary, divided by $2\pi$. The rectangle must exclude the branch points at $0$ and $-eV$. A count above the number of seeds reveals a missed level.
\item Form $R$ and $\rho$, keeping $E_r$ and $\Gamma$ as separate numbers. Evaluate $A_p$ from (\ref{A}).
\item Put $E=x^2$, so that $\sqrt E$ becomes $x$, and integrate $2xS(x^2)$ over $0<x<\sqrt{E_m}$ with one $n$-point Gauss--Legendre rule in ordinary precision.
\end{enumerate}

\section{Error analysis}

\subsection{Quadrature}

Map the interval to $-1\le z\le1$ and let the integrand $g$ be analytic, with $|g|\le G$, in the ellipse $z=(w+1/w)/2$, $|w|=\varrho>1$. In its Chebyshev series $g=\sum c_k(w^k+w^{-k})/2$, Cauchy's estimate gives $|c_k|\le2G\varrho^{-k}$ for $k\geq1$. The rule integrates polynomials of degree $2n-1$ exactly, so its error comes from the terms $k\ge2n$. The interval has length 2 and the positive weights sum to 2, hence
\begin{equation}
|\text{error}|\le4\sum_{k\ge2n}2G\varrho^{-k}
=\frac{8G\varrho^{-2n}}{1-1/\varrho}.
\label{gauss}
\end{equation}

Without subtraction the ellipse must avoid $E_p$, so $\varrho-1\propto\Gamma$ and $n\propto1/\Gamma$. After subtraction the nearest singularity in the example below is the pole of $f_L$ at $\mu+i\pi kT$. With $\mu=0.05$~eV, $\pi kT=0.0812$~eV and $E_m=2$~eV, it lies at $x=0.270+0.151i$ and $z=-0.619+0.213i$. Then $\varrho=|z\pm\sqrt{z^2-1}|$, taking the sign that makes it exceed one, is $1.3005$. The width has dropped out of the rate.

Low temperature is the opposite limit. For $kT\ll\mu$ the pole lies at $\mathrm{Im}\,x\simeq\pi kT/2\sqrt\mu$, so $\varrho-1\propto kT$ and $n\propto1/kT$ at fixed $\mu$ and $E_m$. As the window becomes a step, the interval should be divided at the Fermi energies. For a level near the Fermi energy, subtraction gains little once $\Gamma/2$ reaches $\pi kT$. For a level elsewhere, the values of $\varrho$ for the level and for the Fermi pole must be compared: the smaller one controls the grid.

\subsection{Cut-off and rounding}

Since $T\le1$ and $W\le f_L\le e^{-(E-\mu)/kT}$, the discarded tail is at most $kTe^{-(E_m-\mu)/kT}$.

Close to a level, rounding of relative size $\varepsilon$ displaces the computed zero of $J$ by about $\varepsilon E_r$. At a node with $|\delta|\gg\Gamma$, (\ref{BW}) then gives an error $2\varepsilon E_r\Gamma_L\Gamma_RW/|\delta|^3$ in $S$. Multiplied by the node's weight $w$ in energy and divided by $2\pi\Gamma_L\Gamma_RW/\Gamma$, this is
\begin{equation}
\eta\simeq\frac{\varepsilon E_rw\Gamma}{\pi|\delta|^3}
\label{round}
\end{equation}
relative to that level's contribution, provided $W$ is nearly the same at the node and at the level; otherwise $\eta$ is multiplied by the ratio of the first to the second. A node almost on a resonance therefore spoils the cancellation, and the cure is to change $n$. Two nearly coincident poles also need care: large residues can then cancel, and at coalescence (\ref{pair}) must be replaced by a double-pole form.

\section{Example: two traps in a tunnel oxide}

The stack has thirteen cells of 0.4~nm, 5.2~nm in all. The fifth and ninth cells are wells, 3.8 and 3.5~eV deep, called A and B. The barrier is 3.1~eV, the bias 0.3~V, and the potential falls in equal steps. The oxide mass is 0.4 and the contact mass 0.9. At 300~K, $kT=0.025852$~eV.

The winding number round $0.02\le\mathrm{Re}E\le2$~eV, $|\mathrm{Im}E|\le0.05$~eV is 2.0000, and two poles are found:
\begin{center}
\begin{tabular}{lcc}
& A & B\\
$E_r$ (eV)&0.8828&1.0198\\
$\Gamma$ (eV)&$3.207\times10^{-7}$&$1.304\times10^{-6}$\\
$\mathrm{Im}R$ (eV)&$4.720\times10^{-10}$&$5.623\times10^{-10}$\\
$W(E_r)$&$1.023\times10^{-14}$&$5.106\times10^{-17}$\\
$A_p$ (eV)&$3.034\times10^{-23}$&$1.804\times10^{-25}$
\end{tabular}
\end{center}
For A, (\ref{narrow}) gives $2\pi(4.720\times10^{-10})(1.023\times10^{-14})=3.034\times10^{-23}$~eV. The peak from (\ref{BW}) is $4(4.720\times10^{-10})/(3.207\times10^{-7})=5.887\times10^{-3}$, as found directly. Trap A lies nearer the left contact; solving $\Gamma_L\Gamma_R/\Gamma=\mathrm{Im}R$ with $\Gamma_L+\Gamma_R=\Gamma$ gives it an exit width to the right of $4.73\times10^{-10}$~eV.

The dispersive part is tiny here. In the thermal tail $W(E_p)\simeq W(E_r)(1+i\Gamma/2kT)$, so $\rho'/W\simeq\mathrm{Re}R-\mathrm{Im}R\,\Gamma/2kT=(1.97-2.93)\times10^{-15}$~eV, about $2\times10^{-6}$ of $\rho''/W$ in magnitude.

The smooth remainder is $1.098\times10^{-23}$~eV. The sum and current are
\begin{align}
(3.034+0.018+1.098)\times10^{-23}\ \text{eV}&=4.150\times10^{-23}\ \text{eV},\\
I=\frac{2e^2}{h}(4.150\times10^{-23}\ \text{V})&=3.22\times10^{-27}\ \text{A}.
\end{align}
The mean time per electron is $e/I=4.98\times10^7$~s, or 1.58 years, in this channel. Trap A carries 73.1\,\%, trap B 0.4\,\%, and the remainder 26.5\,\%. This remainder is off-resonant tunnelling near the Fermi energy, strongly assisted by the wells: with both wells replaced by barrier, it falls to $2.0\times10^{-27}$~eV. The level has the larger transmission but a thermal weight of $10^{-14}$, so neither part can be dropped.

At 358~K, with the potential and Fermi energies held fixed, the weight of A grows by $\exp[(0.8328\ \text{eV}/k)(1/300-1/358)\,\text{K}^{-1}]\simeq185$. This contributes $0.731\times185\simeq135$ to the current ratio, whose full value is 137. The resonant share becomes 99.7\,\%.

\subsection{Tests of the method}

At 0.4~eV, on a 3.6~nm stack with two outer barrier cells on each side instead of four, both the layer formula and direct integration of the differential equation give $T=2.042019\times10^{-12}$. In the example, $T(E_r\pm\Gamma/2)$ is half the peak to within $2.1\times10^{-6}$ of the peak.

The integral was also computed without residues, by extended-precision quadrature of $TW$ near each peak with $E=E_r+(\Gamma/2)\sinh s$, which spreads the peak over a range of order one in $s$. The result, $4.15006826\times10^{-23}$~eV, differs from the 48-node pole method by a relative $1.1\times10^{-11}$. With 8, 16, 24 and 32 nodes the relative errors are $4.8\times10^{-3}$, $1.8\times10^{-4}$, $4.9\times10^{-6}$ and $5.7\times10^{-8}$. A fit to the remainder's error for $n=12$ to 34 gives $\varrho=1.286$, close to the predicted 1.3005.

The unsubtracted 48-node sum gives 26.5\,\% of the reference: it finds the remainder and misses both traps. A uniform grid with spacing $\Gamma_A$ would need $6\times10^6$ points. The tail bound is $1.1\times10^{-12}$ of the total. The node nearest a level is 0.027~eV away; with $\varepsilon=2.2\times10^{-16}$ and $w<0.1$~eV, (\ref{round}) gives $\eta$ below $5\times10^{-19}$ at the node nearest each level, and the change of $W$ between node and level raises this at most threefold.

Two further cases vary the width. With twelve outer cells on each side, 11.6~nm in all, the widths are $1.5\times10^{-20}$ and $9.9\times10^{-19}$~eV, below the floating-point spacing $1.1\times10^{-16}$~eV at $E_A$. The relative error with 48 nodes is $1.1\times10^{-13}$. Here the unsubtracted sum is only $1.4\times10^{-18}$ of the reference, so this case checks the analytic pole part and not the grid. On the 3.6~nm stack the widths are $6.8\times10^{-4}$ and $1.4\times10^{-3}$~eV. With the Fermi energy raised to 0.9~eV and 160 nodes, the full subtraction has a relative error of $5.4\times10^{-12}$. Dropping $\rho'$ from both the subtraction and the analytic part raises it to $7.5\times10^{-4}$, because the term $2\rho'\delta/(\delta^2+\Gamma^2/4)$ is left on a grid too coarse for it.

\section{The model beside a real oxide}

The barrier, masses and thickness are rough values for silicon dioxide between two $n^+$ silicon electrodes. The traps lie about 2.1 and 1.9~eV below the local oxide band and are chosen, not identified defects. The field, 0.58~MV/cm, is about 6\,\% of a rough breakdown field of 10~MV/cm. The model drops the whole bias in the oxide. A linear screening estimate puts about 12~mV in each electrode instead, which lowers A by about 4~meV relative to the left Fermi energy and raises its thermal weight by about 15\,\%. A more serious assumption is elastic transport, since a real trap can relax its surroundings by some tenths of an electronvolt to about one.

Let $\lambda$ be the relaxation energy of one trap, and take $E_A$ and $E_B$ as the levels of the relaxed, filled traps. A high-temperature Gaussian estimate, including the change of barrier attenuation with energy, multiplies the entry rate into A by 0.39 for $\lambda=0.3$~eV and 0.025 for 1.0~eV. It leaves out the contact velocity, which vanishes at the band edge; weighting the entry by $\sqrt{E/E_A}$ lowers these factors to about 0.33 and 0.012, and the form chosen for the remaining interface prefactor moves them by up to about 20\,\%. The choice of level matters greatly. If $E_A$ were instead the vertical level, before the surroundings relax, the relaxed level would lie lower by $\lambda$. The entry rate would then exceed the elastic one about $1.6\times10^4$ times for 0.3~eV, or about $1\times10^4$ times with the contact velocity included, and for 1.0~eV the relaxed level would fall below the left Fermi energy, so that the trap would tend to stay filled. What follows keeps the first choice. For a hop from A to B both traps relax, so $\Lambda=2\lambda$. With $\Delta=E_B-E_A$ and coupling $t$, perturbation theory gives a coherent exit width $(t/\Delta)^2\Gamma_B$ if the energy dependence of $\Gamma_B$ is ignored. The hop has width $2\pi t^2$ times a Gaussian factor. Their ratio is
\begin{equation}
\frac{2\pi\Delta^2}{\Gamma_B}\,
\frac{e^{-(\Lambda+\Delta)^2/4\Lambda kT}}{\sqrt{4\pi\Lambda kT}},
\end{equation}
which is 32 for $\lambda=0.3$~eV and $3\times10^{-5}$ for 1.0~eV. In the first case the hop width is $1.5\times10^{-8}$~eV. The return hop is faster by $e^{\Delta/kT}\simeq200$, giving $3.1\times10^{-6}$~eV against $\Gamma_B=1.3\times10^{-6}$~eV, so about 30\,\% of the hops lead out if the exit from B keeps its elastic width. The flow through A then rises roughly tenfold and the total current about eightfold. Relaxation also slows the exit from B; a factor near 0.4, like that for entry into A, would about halve both rises. The hop width itself is uncertain: the neglected energy dependence, and oxide phonons of 0.06 to 0.14~eV that exceed $kT$, both raise it above the Gaussian estimate. The anticrossing of the two wells gives $t^2$ about 1.9 to 2.6 times the perturbative value, and a quantum line shape with all the relaxation in one such mode multiplies the Gaussian factor by 2 to 6 for $\lambda=0.3$~eV, together about 3 to 15 times. The flow is less sensitive, because return hops limit its rise to about fifteenfold however fast the hop. For $\lambda=1.0$~eV the Gaussian tail is unreliable: the same quantum line shape raises it by a factor of 7 to about $10^3$, which leaves the hop below about a tenth of the elastic exit width. The coherent exit itself is then also altered, which this estimate does not cover.

An image-force estimate with undoped silicon electrodes, counting one reflection in each, lowers A by about 0.04~eV and raises its thermal weight roughly fivefold. Repeated reflections between the electrodes reduce the shift to about 0.033~eV and the factor to 3.5, while free carriers in $n^+$ electrodes bring them to about 0.05~eV and seven. An oxide mass of 0.42 at fixed well depths raises the current by 35\,\%; a four times finer staircase changes it by 0.2\,\%. With $E_A$ as the relaxed level, the occupation of A is of order $10^{-14}$, so its own charging is negligible; charge stored elsewhere is not included. Finally, a planar well stands in for a point defect. Tunnelling through trap-free oxide uses about two transverse channels per 100~nm$^2$ in each silicon valley whose heavy axis lies along the current, whereas a defect and the off-resonant tunnelling it assists are local, so the shares above belong to the one-channel model and are not a device's leakage budget. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
barrier 3.1 eV, bias 0.3 V, Fermi energy 0.05 eV, T 300.0 K
masses: oxide 0.4, contact 0.9 m0; cell 0.4 nm
well depths (3.8, 3.5) eV; oxide 5.2 nm; Emax 2.0 eV
kT = 0.025852 eV; 2m0/hbar^2 = 26.2468 1/(eV nm^2)
T at 0.4 eV, thin stack: formula 2.042019e-12, ODE 2.042019e-12
trap A: E_r = 0.882778 eV, Gamma = 3.2071e-07 eV
  lifetime 2.052e-09 s, peak T 5.8867e-03
  residue of T: 1.970e-15 +4.7198e-10 i eV
  window W(E_r) 1.0231e-14, part 3.03419e-23 eV
trap B: E_r = 1.019799 eV, Gamma = 1.3045e-06 eV
  lifetime 5.046e-10 s, peak T 1.7242e-03
  residue of T: -1.092e-15 +5.6230e-10 i eV
  window W(E_r) 5.1060e-17, part 1.80397e-25 eV
half-height ratios 0.499998 to 0.500002
winding number of J, example: 2.0000
smooth remainder 1.097834e-23 eV, total 4.15006826e-23 eV
graded-mesh reference 4.15006826e-23 eV, rel. diff 1.1e-11
shares: A 0.7311, B 4.35e-03, remainder 0.2645
raw 48-node sum / reference = 0.264539
n =  8 nodes: relative error 4.8e-03
n = 16 nodes: relative error 1.8e-04
n = 24 nodes: relative error 4.9e-06
n = 32 nodes: relative error 5.7e-08
n = 48 nodes: relative error 1.1e-11
ellipse parameter: predicted 1.3005, observed 1.2860
nearest of 48 nodes to a level: 2.68e-02 eV
uniform points at spacing Gamma_A: 6.24e+06
discarded tail / total < 1.1e-12
current 3.2155e-27 A = 3.2155 x 1e-27 A
time per electron 4.983e+07 s = 1.580 years
thick oxide 11.6 nm: Gamma_A 1.539e-20, Gamma_B 9.930e-19 eV
  float spacing at E_A 1.11e-16 eV
  48-node rel. error 1.1e-13, raw/ref 1.37e-18
thin oxide 3.6 nm, Fermi energy 0.9 eV:
  Gamma_A 6.821e-04, Gamma_B 1.405e-03 eV, 160 nodes
  rel. error: full pole 5.4e-12, Lorentzian only 7.5e-04, raw 9.5e-01
at 358 K: current ratio 137.312, resonant share 0.9974
exit width of A to the right 4.727e-10 eV
relaxation 0.3 eV: entry factor 3.942e-01, hop/coherent exit 3.230e+01
relaxation 1.0 eV: entry factor 2.478e-02, hop/coherent exit 2.884e-05
image shift of A 0.0392 eV, factor 4.56
bound on occupation of A: 1.02e-14
current ratio: 4x finer staircase 1.0023, oxide mass 0.42 1.3468
field 0.577 MV/cm, over rough breakdown 10 MV/cm: 0.058
transverse channels per 100 nm^2 and valley (m 0.19): 1.98
\end{verbatim}
